# Why tetrahedral molecules interact through octupoles: the inverse seventh power law

## Result

A neutral molecule with a tetrahedral charge density, such as titanium tetrachloride at its symmetric geometry, has no electric dipole and no quadrupole. Its first multipole allowed by symmetry is the octupole, which is fixed by one number,

$$O=\int\rho(\mathbf r)\,xyz\,d^3r ,$$

where $\rho$ is the total charge density, nuclei included, the origin is the central atom, and $x,y,z$ are the cube axes of the tetrahedron. In these axes the four ligands lie along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$.

For two such molecules A and B, held at fixed orientations with their centres a distance $R$ apart that is large compared with their size, the leading permanent electrostatic energy is

$$U=-\frac{O_AO_B}{4\pi\varepsilon_0}\,\frac{g}{R^7}. \tag{1}$$

The number $g$ depends on the orientations but not on $R$. Three conditions apply: the charge densities do not overlap, both molecules are rigid, and $O_A$ and $O_B$ are not zero. Symmetry permits an octupole but does not fix its size, which has to be computed. At special orientations $g$ vanishes, and a higher term then leads.

## Symmetry removes the dipole and the quadrupole

Consider the moment

$$\langle a,b,c\rangle=\int\rho\,x^ay^bz^c\,d^3r .$$

A half-turn about the $x$ axis sends $(x,y,z)$ to $(x,-y,-z)$ and leaves $\rho$ unchanged. Using it as a change of variables gives

$$\langle a,b,c\rangle=(-1)^{b+c}\langle a,b,c\rangle .$$

The moment therefore vanishes if $b+c$ is odd. The half-turns about $y$ and $z$ give the same condition for $a+c$ and $a+b$. A moment survives only if $a$, $b$ and $c$ are all even or all odd.

**First order.** One exponent is 1 and the others are 0. The parities differ, so every dipole component is zero.

**Second order.** The moments of $xy$, $yz$ and $zx$ vanish, while those of $x^2$, $y^2$ and $z^2$ survive. A rotation by $120^\circ$ about $(1,1,1)$ permutes the axes cyclically, so these three are equal:

$$M_{ij}=\int\rho\,r_ir_j\,d^3r=\tfrac13\delta_{ij}M_{kk}.$$

Repeated indices are summed. The quadrupole is the traceless part, $M_{ij}-\frac13\delta_{ij}M_{kk}$, and it is zero. The second moment itself need not be.

**Third order.** The exponents $(3,0,0)$ and $(2,1,0)$ mix parities. Only $(1,1,1)$ remains, so

$$M_{ijk}=O\,m_{ijk},\qquad m_{ijk}=|\epsilon_{ijk}| .$$

Thus $m_{ijk}=1$ when the three indices are all different, and 0 otherwise. This tensor is already traceless.

These steps use only the twelve rotations of the tetrahedron. The full group $T_d$ also contains the reflection that exchanges $x$ and $y$. It leaves $xyz$ unchanged, so the octupole is still allowed. Inversion would change the sign of $xyz$ and forbid it, but a tetrahedron has no inversion centre.

## The potential of one molecule

Outside the charges, expand the Coulomb potential about the central atom. With $k=1/(4\pi\varepsilon_0)$,

$$\Phi(\mathbf r)=k\sum_{n}\frac{(-1)^n}{n!}M_{i_1\cdots i_n}\,\partial_{i_1}\cdots\partial_{i_n}\frac1r .$$

The $n=0$ term vanishes by neutrality and the $n=1$ term by symmetry. The $n=2$ term is

$$\frac k2\,\frac{M_{kk}}3\,\nabla^2\frac1r=0\qquad(r>0),$$

so an isotropic second moment produces no outside potential. In the $n=3$ term the six permutations of $xyz$ cancel the factor $3!$:

$$\Phi=-kO\,\partial_x\partial_y\partial_z\frac1r+\cdots .$$

The derivatives are, in turn,

$$\partial_x\frac1r=-\frac{x}{r^3},\qquad
\partial_y\partial_x\frac1r=\frac{3xy}{r^5},\qquad
\partial_z\partial_y\partial_x\frac1r=-\frac{15xyz}{r^7}.$$

Hence

$$\Phi=\frac{15\,O}{4\pi\varepsilon_0}\,\frac{xyz}{r^7}+\cdots, \tag{2}$$

which falls as $r^{-4}$ along a fixed direction. It has opposite signs on the vertex side and the face side of the molecule.

## The energy of two molecules

Let $\mathbf R=R\mathbf n$ run from A to B. The energy of B in the potential of A is

$$U=\int\rho_B(\mathbf s)\,\Phi_A(\mathbf R+\mathbf s)\,d^3s
=\sum_n\frac1{n!}M^B_{i_1\cdots i_n}\partial_{i_1}\cdots\partial_{i_n}\Phi_A(\mathbf R).$$

The charge and dipole terms vanish. The second-moment term contains $\nabla^2\Phi_A$, which is zero outside A. The first surviving term is the third.

For each molecule define the cubic polynomial

$$P(\mathbf v)=\tfrac16m_{ijk}v_iv_jv_k=(\mathbf e_1\!\cdot\!\mathbf v)(\mathbf e_2\!\cdot\!\mathbf v)(\mathbf e_3\!\cdot\!\mathbf v),$$

where $\mathbf e_1,\mathbf e_2,\mathbf e_3$ are its own cube axes and $m_{ijk}$ is rotated with it. Then $\Phi_A=-kO_AP_A(\nabla)(1/r)$, and the third term is $O_BP_B(\nabla)\Phi_A$. Together,

$$U=-kO_AO_B\,P_A(\nabla)P_B(\nabla)\frac1R. \tag{3}$$

The function $1/R$ is homogeneous of degree $-1$, and each derivative lowers the degree by one. Six derivatives give $R^{-7}$. This proves the power law, provided the angular factor is not zero for all orientations. That factor is found next.

## The orientation factor

Two facts are needed.

First, let $H$ be a harmonic homogeneous polynomial of degree $l$. When $H(\nabla)$ acts on a function $f(r^2)$, a derivative acts either on $f$, giving a factor $2x_i$, or on an earlier factor $x_j$, giving $\delta_{ij}$. The second kind of term contracts two indices of the traceless coefficient tensor of $H$ and vanishes. Therefore $H(\nabla)f=2^lH(\mathbf r)f^{(l)}(r^2)$. With $f(u)=u^{-1/2}$,

$$H(\nabla)\frac1r=(-1)^l(2l-1)!!\,\frac{H(\mathbf r)}{r^{2l+1}} .$$

Second, write $Q=P_AP_B=H+r^2W$ with $H$ harmonic. The part $r^2W$ becomes $W(\nabla)\nabla^2(1/r)=0$, so only $H$ contributes. To find it, set

$$H=Q+c_1r^2\Delta Q+c_2r^4\Delta^2Q+c_3r^6\Delta^3Q .$$

For a homogeneous $F$ of degree $p$,

$$\Delta(r^{2j}F)=2j(2j+2p+1)r^{2j-2}F+r^{2j}\Delta F .$$

Here $F=\Delta^jQ$ has $p=6-2j$, so the bracket equals $13-2j$. The condition $\Delta H=0$ then requires $2j(13-2j)c_j=-c_{j-1}$ with $c_0=1$:

$$c_1=-\frac1{22},\qquad c_2=\frac1{792},\qquad c_3=-\frac1{33264}.$$

Both $P_A$ and $P_B$ are harmonic, and so are their derivatives. The product rule therefore leaves only the cross terms:

$$\Delta Q=2\nabla P_A\!\cdot\!\nabla P_B,\quad
\Delta^2Q=4\,\nabla\nabla P_A\!:\!\nabla\nabla P_B,\quad
\Delta^3Q=8\,m^A_{ijk}m^B_{ijk}.$$

For $l=6$ the prefactor is $11!!=10395$. Evaluated at $\mathbf n$,

$$g=10395P_AP_B-945\nabla P_A\!\cdot\!\nabla P_B+\tfrac{105}{2}\nabla\nabla P_A\!:\!\nabla\nabla P_B-\tfrac52m^A_{ijk}m^B_{ijk}, \tag{4}$$

and $P_A(\nabla)P_B(\nabla)(1/R)=g/R^7$. Inserting this in (3) gives (1).

## Parallel and inverted molecules

Let both molecules have the same orientation, so that $P=xyz$ for each. At $\mathbf n$, $\nabla P=(n_yn_z,n_zn_x,n_xn_y)$. The matrix $\nabla\nabla P$ has off-diagonal elements $n_x,n_y,n_z$, each appearing twice, so its contraction with itself is $2$. The last contraction in (4) is $6$. The constants combine to $105-15=90$:

$$g=10395n_x^2n_y^2n_z^2-945(n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2)+90. \tag{5}$$

Three directions show the range of behaviour:

- Along $(1,1,1)$, $g=385-315+90=160$. A points a vertex at B, and B presents a face to A.
- Along a cube axis, $g=90$.
- Along $(1,1,0)$, $g=90-945/4=-146.25$.

For identical molecules $O_AO_B=O^2$, so the first two arrangements attract and the third repels, whatever the sign of $O$. Since $g$ is continuous and changes sign, it vanishes at directions in between.

Now turn B by $90^\circ$ about a cube axis. This sends $xyz$ to $-xyz$ and reverses $g$. Along $(1,1,1)$ the two molecules then meet vertex to vertex and repel, with $g=-160$. Reversing $\mathbf n$ gives the face-to-face arrangement. It has the same octupole energy, because (4) is even in $\mathbf n$.

## The next terms

A tetrahedral molecule may also have a hexadecapole, the multipole of order four. The polynomial $x^4+y^4+z^4-\frac35r^4$ is harmonic, since $12r^2-\frac35\,20r^2=0$, and it is unchanged by every operation of $T_d$. Octupole–hexadecapole coupling has seven derivatives of $1/R$ and gives a correction of order $R^{-8}$.

For identical parallel molecules this correction cancels. Exchanging the two molecules replaces $\mathbf R$ by $-\mathbf R$ without changing the energy, whereas a term with seven derivatives is odd in $\mathbf R$. The next possible correction is then of order $R^{-9}$, smaller than the leading term by a factor of order $(d/R)^2$, where $d$ is the bond length.

## Freely rotating molecules

Equation (1) holds at fixed orientations. If B takes all orientations with equal weight, its octupole tensor averages to an isotropic tensor of rank three. Such a tensor is proportional to $\epsilon_{ijk}$, which is antisymmetric, while the octupole is symmetric. The average is zero, and $\langle g\rangle=0$.

The mean square is not zero. Let both molecules now take all orientations independently. Write $g=\frac1{36}m^A_{ijk}m^B_{lmn}T_{ijklmn}$, with $T=R^7\nabla^6(1/R)$. The symmetric traceless tensors of rank three form a seven-dimensional space that rotations do not split. The average of $m_{ijk}m_{i'j'k'}$ is therefore a multiple of the projector onto that space. Taking the trace, with $m_{ijk}m_{ijk}=6$, fixes the multiple as $6/7$. Since $T$ is itself symmetric and traceless, the projectors leave it unchanged:

$$\langle g^2\rangle=\frac1{36^2}\left(\frac67\right)^2T\!\cdot\!T=\frac{T\!\cdot\!T}{1764}.$$

To find $T\!\cdot\!T$, let $u=1/R$. Because $u$ and its derivatives are harmonic, $\Delta^6(u^2)=2^6|\nabla^6u|^2$. Also $\Delta R^{-p}=p(p-1)R^{-p-2}$. Starting from $p=2$ and applying this six times gives $\Delta^6R^{-2}=12!\,R^{-14}$. Thus

$$T\!\cdot\!T=\frac{12!}{2^6}=7\,484\,400,\qquad \langle g^2\rangle=\frac{29700}{7}\approx4242.9 .$$

For classical rotation at temperature $T_0$ with $|U|\ll k_BT_0$, expand the Boltzmann factor to first order:

$$\langle U\rangle_{T_0}=\frac{\langle Ue^{-U/k_BT_0}\rangle}{\langle e^{-U/k_BT_0}\rangle}
\approx-\frac{\langle U^2\rangle}{k_BT_0}\propto R^{-14}. \tag{6}$$

The slight preference for attractive orientations leaves a weak attraction. The inverse seventh power therefore belongs to oriented molecules, not to the thermal average of a gas.

## What "leading" does and does not mean

The claim ranks first-order energies of permanent charge distributions. Two second-order effects have other powers.

Induction comes from the field of the octupole, $F\propto R^{-5}$, the gradient of (2). A neighbour of polarizability $\alpha$ gains $-\frac12\alpha F^2\propto R^{-10}$. Along the cube axes the octupole field is zero, and the induction energy falls faster.

Dispersion comes from fluctuating dipoles. Their coupling falls as $R^{-3}$ and enters squared, giving $R^{-6}$ when retardation is negligible. It decays more slowly than (1), so within that regime its size relative to the octupole energy at fixed orientations grows in proportion to $R$. Which of the two is larger at a given distance depends on the molecules. For titanium tetrachloride at 10 Å, London's formula with a Hartree–Fock polarizability and orbital ionization energy gives a dispersion energy of roughly $-0.09$ kJ/mol, several times the octupole energy found below. The def2-SVP basis used for this estimate has no diffuse functions and makes the polarizability too small: def2-SVPD raises it from 65 to 87 $a_0^3$ and the same estimate becomes about $-0.16$ kJ/mol.

Distortion also changes the law. Take a model with charge $c$ at each corner and $-4c$ at the centre, and lengthen one bond by $\delta$. This creates a dipole $c\delta$. If both molecules are stretched in this way along $\mathbf n$, their dipole energy is $-2kc^2\delta^2/R^3$. The undistorted model has $O=4c(d/\sqrt3)^3=4cd^3/(3\sqrt3)$. Equating the dipole energy to the octupole energy with $g=160$ gives

$$R^4=\frac{160\cdot16}{2\cdot27}\,\frac{d^6}{\delta^2}.$$

For $\delta=0.01d$ this is $R\approx26d$. This is only a rough scale: the dipole–octupole coupling, left out here, is somewhat larger at that distance than either of the two energies compared, so the change of power is gradual. Well beyond it, the energy of the distorted pair falls as $R^{-3}$.

## Titanium tetrachloride in numbers

The charge density was computed by the Hartree–Fock method in the def2-SVP basis, with density fitting for the electron repulsion integrals. The Ti–Cl distance was set to 2.20 Å. This is a chosen value, not an optimized one. Electron correlation and the limits of the basis are not accounted for, so the energies below illustrate this level of theory.

The trace of the second moment is $-157.4\,e a_0^2$, where $a_0$ is the Bohr radius. The dipole and the quadrupole are zero to numerical precision, near $10^{-12}$ in the corresponding atomic units. The large second moment is thus purely isotropic. The octupole is

$$O=-4.86\,e a_0^3=-1.154\times10^{-49}\ \mathrm{C\,m^3}.$$

Because $xyz$ is positive towards the chlorine atoms, the negative sign means that the octupole potential of this density is negative on the vertex side.

This value is not converged with respect to the basis. At the same geometry Hartree–Fock gives $O=-2.60\,e a_0^3$ in def2-TZVP and $+0.28\,e a_0^3$ in def2-SVPD, which adds diffuse functions. The octupole is a small difference of large nuclear and electronic parts, and neither its size nor its sign is settled at this level. Pair energies scale as $O^2$ and would fall to about 0.29 and 0.003 of the values below. The numbers that follow are a worked example for the def2-SVP density, not predictions for titanium tetrachloride.

At 20 Å from titanium, the potential of the full density is $-1.834\times10^{-4}$ V on the vertex side and $+1.906\times10^{-4}$ V on the opposite, face side. Half their difference isolates the part that is odd under inversion, $-1.870\times10^{-4}$ V. Along this direction $xyz=r^3/(3\sqrt3)$, and (2) gives

$$\Phi=\frac{15kO}{3\sqrt3\,r^4}=-1.871\times10^{-4}\ \mathrm V .$$

Half the sum of the two potentials is $3.6\times10^{-6}$ V, about 2% of the odd part. It comes from even multipoles, of which the hexadecapole is the first that symmetry allows.

For two parallel molecules 10 Å apart,

$$\frac{kO^2}{R^7}=\frac{(8.988\times10^9)(1.1537\times10^{-49})^2}{(10^{-9})^7}\ \mathrm J
\approx1.196\times10^{-25}\ \mathrm J .$$

Multiplication by $-160$ gives the vertex-to-face energy,

$$U=-1.91\times10^{-23}\ \mathrm J=-0.0115\ \mathrm{kJ/mol}.$$

To octupole order, the vertex-to-vertex energy has the same size and the opposite sign. For that pair the octupole–hexadecapole term does not cancel, and at 10 Å it lowers the repulsion by roughly 13%. With all multipoles of the computed density up to order ten, the repulsion is about 31% below the octupole value. Parallel molecules along a cube axis have $-1.08\times10^{-23}$ J.

At 300 K, $k_BT_0=4.14\times10^{-21}$ J, so the vertex-to-face energy is about 0.5% of the thermal energy. The octupoles alone hardly orient the pair at this distance. The root-mean-square energy over orientations is $\sqrt{4242.9}\times1.196\times10^{-25}=7.79\times10^{-24}$ J, and (6) gives

$$\langle U\rangle_{T_0}\approx-\frac{(7.79\times10^{-24})^2}{4.14\times10^{-21}}\ \mathrm J=-1.47\times10^{-26}\ \mathrm J,$$

about 1300 times weaker than the fixed vertex-to-face attraction.

## How the seventh power is approached

To see the effect of finite size, replace each molecule by the five-charge model and choose $c$ to reproduce the computed octupole:

$$c=\frac{3\sqrt3\,O}{4d^3}=-0.088\,e .$$

This is a fitting parameter, not the charge of a chlorine atom. Summing all 25 Coulomb terms for the vertex-to-face arrangement gives the third column below. The local exponent is $-d\ln|U|/d\ln R$, taken from sums at two nearby distances.

| $R$ (Å) | Eq. (1) (J) | Coulomb sum (J) | Exponent |
|---:|---:|---:|---:|
| 8 | $-9.13\times10^{-23}$ | $-8.72\times10^{-23}$ | 6.892 |
| 10 | $-1.914\times10^{-23}$ | $-1.862\times10^{-23}$ | 6.940 |
| 20 | $-1.495\times10^{-25}$ | $-1.486\times10^{-25}$ | 6.987 |
| 40 | $-1.168\times10^{-27}$ | $-1.166\times10^{-27}$ | 6.997 |

Relative to the Coulomb sum, the octupole formula is too large in magnitude by 4.6% at 8 Å, 2.8% at 10 Å and 0.7% at 20 Å. The last two errors differ by a factor close to four for a doubling of $R$, as the $R^{-9}$ correction for parallel molecules requires.

The exponent lies below 7 for the same reason. If $U=-AR^{-7}(1-b/R^2)$ with $A,b>0$, then for small $b/R^2$ the local exponent is approximately $7-2b/R^2$. At 10 Å the sums give $b/R^2\approx0.027$ and hence an exponent near 6.95, close to the tabulated 6.940. This estimate keeps only the first correction in $1/R^2$, so exact agreement is not expected.

These percentages belong to the five-charge model. Relative to the octupole, the hexadecapole of the computed density has the opposite sign to that of the model and is only about a third as large. For parallel molecules the $R^{-9}$ term is a product of two hexadecapoles, so for the computed density that term is roughly ten times smaller than the table suggests. This does not make Eq. (1) more accurate at short range. For the computed density the multipoles of order six and seven dominate the correction. With orders up to ten included, the vertex-to-face energy is weaker than (1) by about 35% at 8 Å, 13% at 10 Å and 0.8% at 20 Å. At distances where the densities overlap, neither the multipole formula nor the point-charge sum describes the full interaction.
